# Thermionic Emission over a Schottky Barrier and the Effective-Mass Richardson Constant, part 2

We are finding the current through a contact between a metal and an n-type semiconductor by counting the electrons that cross the barrier between them. Units are SI-based, with currents per square centimetre. The $x$ axis points along the contact normal, from semiconductor to metal. The elementary charge is $q>0$, and $V$ is the forward voltage, with the metal positive. Current is positive in the forward direction, in which electrons move towards the metal.

The barrier top lies $\phi_B$ above the metal's Fermi level. In the neutral bulk, the band edge $E_c$ lies $\zeta=E_c-E_F$ above the Fermi level $E_F$. The height of the band edge above its bulk value is $U(x)$, which rises from 0 to

$$\Delta=\phi_B-\zeta-qV.\tag{3}$$

The band is parabolic and isotropic, with effective mass $m^*$ and crystal momentum $\mathbf p=m^*\mathbf v$ measured from the band minimum. With two spin states per phase-space volume $h^3$ and Fermi–Dirac occupation replaced by an exponential, the density of electrons in velocity space is

$$g(\mathbf v)=2\left(\frac{m^*}{h}\right)^3 e^{-\zeta/kT}\,e^{-m^*v^2/2kT}.\tag{1}$$

Only the normal motion counts towards climbing the barrier. An electron crosses if $v_x>0$ and

$$\tfrac12m^*v_x^2\ge\Delta,\qquad\text{that is}\qquad v_x\ge v_0=\sqrt{2\Delta/m^*}.\tag{4}$$

The model contact has $m^*=0.20\,m_0$, where $m_0$ is the free-electron mass, $T=300$ K, $\phi_B=1.00$ eV and bulk electron density $n=10^{16}$ cm$^{-3}$. These give $\zeta=0.140$ eV and $A^*=24.0$ A cm$^{-2}$ K$^{-2}$; for $m^*=m_0$ the constant is 120.17 A cm$^{-2}$ K$^{-2}$.

The current density carried by electrons going from semiconductor to metal is the velocity integral

$$J_{sm}=q\int_{v_0}^{\infty}dv_x\int_{-\infty}^{\infty}dv_y\int_{-\infty}^{\infty}dv_z\;v_x\,g(\mathbf v).\tag{5}$$

It gives the following formula, in which $A^*$ is the effective Richardson constant:

$$J_{sm}=A^*T^2e^{-(\phi_B-qV)/kT},\qquad A^*=\frac{4\pi q m^*k^2}{h^3}.\tag{6}$$

Q: Set $V=0$ in that formula. You predict a current from a contact with no voltage applied, which is absurd.

A: It is one of two flows. Electrons also pass from the metal into the semiconductor, with a current density of size $J_{ms}$. At $V=0$ both sides share one Fermi level and the contact is in equilibrium, so the flows must cancel:

$$J_{ms}=A^*T^2e^{-\phi_B/kT}\equiv J_0.\tag{8}$$

When a voltage is applied, electrons in the metal still face the height $\phi_B$, measured from their own Fermi level. If $\phi_B$ does not change, neither does $J_{ms}$. The net current density is

$$J=J_{sm}-J_{ms}=J_0\left(e^{qV/kT}-1\right).\tag{9}$$

Q: Your $J_{ms}$ describes electrons that come from the metal. Why does it contain the semiconductor's mass?

A: Let us count in the metal and see. Suppose the metal has a parabolic band of mass $m_m$, whose bottom lies a depth $D$ below the barrier top. Measure the energy $\varepsilon$ from the barrier top:

$$\varepsilon=\frac{p_x^2+p_t^2}{2m_m}-D,\qquad p_t^2=p_y^2+p_z^2 .$$

In this paragraph $p_x$ is counted positive towards the semiconductor. At fixed transverse momentum, the normal velocity is $v_x=\partial\varepsilon/\partial p_x$, so $v_x\,dp_x=d\varepsilon$. The metal mass has left the integrand.

For a smooth, uniform interface, the transverse momentum is conserved. An electron entering at the barrier top must therefore have at least the energy $p_t^2/2m^*$ that its transverse motion costs in the semiconductor. The allowed range is $\varepsilon\ge p_t^2/2m^*$. With the occupation $e^{-(\phi_B+\varepsilon)/kT}$,

$$J_{ms}=\frac{2q}{h^3}e^{-\phi_B/kT}\int_0^\infty2\pi p_t\,dp_t\int_{p_t^2/2m^*}^{\infty}e^{-\varepsilon/kT}d\varepsilon .$$

The inner integral is $kT\,e^{-p_t^2/2m^*kT}$. In the outer one, put $s=p_t^2/2m^*kT$, so that $p_t\,dp_t=m^*kT\,ds$. It gives $2\pi m^*kT$, and

$$J_{ms}=\frac{2q}{h^3}\,(kT)(2\pi m^*kT)\,e^{-\phi_B/kT}=A^*T^2e^{-\phi_B/kT}.$$

This is (8), now obtained without the equilibrium argument. It also shows what $A^*$ measures. One factor $kT$ comes from the normal motion and does not involve the mass. The other factor, $2\pi m^*kT$, is the area of transverse momentum that is thermally accessible in the semiconductor.

Q: You assumed that the metal has a matching state for every such electron.

A: Yes. The metal must have a real $p_x$, which requires $2m_m(\varepsilon+D)\ge p_t^2$. At the lowest allowed energy, $\varepsilon=p_t^2/2m^*$, this reads

$$2m_mD+p_t^2\left(\frac{m_m}{m^*}-1\right)\ge0 .$$

It holds for every $p_t$ if $m_m\ge m^*$. This takes the band minimum to lie at zero transverse momentum, so that $p_t$ means the same thing on both sides. For a minimum displaced by $p_0$ along the interface, the metal needs a depth well above $p_0^2/2m_m$ to supply matching states, whatever the ratio of the masses. For a lighter metal mass it can fail at large $p_t$, but a deep band moves the failure far into the thermal tail. A direct momentum integral was evaluated for metal masses of 0.1, 1.0 and 2.0 $m_0$. For the lightest mass the band was given a depth $D=100\,kT$. For the other two $D=10\,kT$ was used, since the depth has no effect when $m_m\ge m^*$. In each case it returned an effective mass of 0.200 $m_0$ for the current, which is the semiconductor's value.

Q: Now give me actual currents.

A: At 300 K, $\phi_B/kT=38.68$, and

$$J_0=24.0\times(300)^2\times e^{-38.68}=3.43\times10^{-11}\ \text{A cm}^{-2}.$$

The other currents follow from (9):

- At $V=-0.2$ V, $e^{qV/kT}$ is about $4\times10^{-4}$, and $J=-3.43\times10^{-11}$ A cm$^{-2}$.
- At $V=0.1$ V, $J=1.61\times10^{-9}$ A cm$^{-2}$.
- At $V=0.3$ V, $J=3.76\times10^{-6}$ A cm$^{-2}$.
- At $V=0.5$ V, $J=8.62\times10^{-3}$ A cm$^{-2}$.

In reverse, the semiconductor flow is nearly shut off and the metal flow remains. In forward, the semiconductor flow grows by a factor $e$ for each increase of $kT/q$ in voltage.

These digits belong to the stated parameters and to the ideal classical count. Quantum reflection and tunnelling near the top can change the prefactor by tens of per cent even at this doping. If $\phi_B$ were lower by 0.01 eV, $J_0$ would rise by the factor $e^{0.01/0.02585}=1.47$.

Q: Would such a contact serve as an ohmic one, if I kept the voltage small?

A: At small voltage it is linear, but its resistance is enormous. For $q|V|\ll kT$, expand $e^{qV/kT}-1\simeq qV/kT$ in (9). The resistance multiplied by the contact area is

$$\rho_c=\left(\frac{dJ}{dV}\right)^{-1}_{V=0}=\frac{kT}{qJ_0}=\frac{k}{qA^*T}\,e^{\phi_B/kT}.$$

Here $kT/q=0.02585$ V, so $\rho_c=0.02585/(3.43\times10^{-11})=7.5\times10^8\ \Omega\,\text{cm}^2$. A useful ohmic contact needs a far lower barrier, or another path such as tunnelling through a thin one. In this model the mass changes $\rho_c$ in inverse proportion, while the barrier acts exponentially.

Q: Your band is a sphere in momentum space. Many semiconductors have ellipsoidal valleys. Which mass do I insert then?

A: None of the three principal masses by itself, in general. Let the valley have principal masses $m_1,m_2,m_3$, and let $l_1,l_2,l_3$ be the direction cosines of the contact normal along its principal axes. In the contact's coordinates, the kinetic energy and the velocity are

$$K=\tfrac12\sum_{ij}W_{ij}p_ip_j,\qquad v_i=\sum_jW_{ij}p_j .$$

The symmetric matrix $W$ is the inverse-mass tensor. Its eigenvalues are $1/m_1,1/m_2,1/m_3$, so its normal component is

$$W_{xx}=\frac{l_1^2}{m_1}+\frac{l_2^2}{m_2}+\frac{l_3^2}{m_3}.$$

Q: With a tilted ellipsoid, a force along $x$ also changes $v_y$ and $v_z$. Your threshold argument fails.

A: It needs one change. The force alters $p_x$ alone, so $p_y$ and $p_z$ are constant and $dv_x/dt=-W_{xx}\,dU/dx$. Multiplying by $v_x/W_{xx}$ gives

$$\frac{d}{dt}\left[\frac{v_x^2}{2W_{xx}}+U(x)\right]=0 .$$

The crossing condition is $v_x>0$ with $v_x^2/2W_{xx}\ge\Delta$.

This was tested with classical trajectories in a parabolic barrier of height $kT$, for a tilted valley. Starting momenta came from the Maxwellian, and starts with a normal energy within 0.1% of the threshold were left out, a generous margin for the error of the finite time step. Of 509 electrons moving towards the barrier, 80 crossed, and the condition identified each outcome correctly. Another 217 were turned back although their total kinetic energy exceeded the barrier.

Q: Then redo the current integral.

A: First separate the energy. Define $K_t=K-v_x^2/2W_{xx}$. Its derivative with respect to $p_x$, at fixed $p_y$ and $p_z$, is

$$\frac{\partial K_t}{\partial p_x}=v_x-\frac{v_x}{W_{xx}}\frac{\partial v_x}{\partial p_x}=v_x-\frac{v_x}{W_{xx}}W_{xx}=0 .$$

So $K_t$ depends on $p_y$ and $p_z$ alone. Also, at fixed $p_y,p_z$, $v_x\,dp_x=v_x\,dv_x/W_{xx}=d(v_x^2/2W_{xx})$. The normal integral is again elementary and gives $kT\,e^{-\Delta/kT}$. Hence

$$J_{sm}=\frac{2q}{h^3}e^{-\zeta/kT}\,kT\,e^{-\Delta/kT}\,G,\qquad G=\int\!\!\int e^{-K_t/kT}dp_y\,dp_z .$$

To find $G$, evaluate the full integral of $e^{-K/kT}$ in two ways. Along the principal axes it is a product of three Gaussians, equal to $(2\pi kT)^{3/2}\sqrt{m_1m_2m_3}$. In the contact's coordinates it is $G$ times

$$\int e^{-v_x^2/2W_{xx}kT}\frac{dv_x}{W_{xx}}=\frac{\sqrt{2\pi W_{xx}kT}}{W_{xx}}=\sqrt{\frac{2\pi kT}{W_{xx}}}.$$

Dividing the first result by the second gives $G=2\pi kT\,m_R$, with

$$m_R=\sqrt{W_{xx}m_1m_2m_3}=\sqrt{l_1^2m_2m_3+l_2^2m_3m_1+l_3^2m_1m_2}.\tag{10}$$

The current has the same form as before, with $m_R$ in place of $m^*$ in $A^*$. If all three masses are equal, then $\sum l_i^2=1$ returns that common mass.

Q: Does the orientation make a visible difference?

A: Take a model valley with masses 0.2, 0.3 and 0.6 $m_0$. With the normal along the first axis, $m_R=\sqrt{0.3\times0.6}\,m_0=0.424\,m_0$. Along the second and third axes it is 0.346 and 0.245 $m_0$. The largest value occurs with the normal along the lightest axis, because the two heavier masses then set the transverse area.

For the tilted normal $(1,2,2)/3$,

$$\frac{m_R}{m_0}=\sqrt{\frac{0.18+4\times0.12+4\times0.06}{9}}=0.316,$$

and $A^*=38.0$ A cm$^{-2}$ K$^{-2}$. A three-dimensional momentum integral gives the same $m_R$. The density-of-states mass, $(m_1m_2m_3)^{1/3}=0.330\,m_0$, does not depend on orientation and is a different quantity.

If several valleys share the same edge energy and Fermi level, and the metal has matching states at the transverse momentum of each, their currents add. The total $A^*$ then contains the sum of their values of $m_R$.

Q: You replaced Fermi–Dirac occupation by an exponential. How much does that cost at the barrier top?

A: Let $a$ be the height of the top above the Fermi level of the emitting side, in units of $kT$. It is $(\phi_B-qV)/kT$ for the semiconductor and $\phi_B/kT$ for the metal. Let $y$ and $z$ be the normal and transverse energies above the top, in the same units. The one-way current is proportional to the integral of $1/(1+e^{a+y+z})$ over positive $y$ and $z$. For $a>0$, expand

$$\frac1{1+e^{u}}=e^{-u}-e^{-2u}+e^{-3u}-\dots,\qquad u=a+y+z .$$

The term $e^{-ju}$ integrates to $e^{-ja}/j^2$. Relative to the Maxwellian result $e^{-a}$, the current is multiplied by

$$1-\frac{e^{-a}}4+\frac{e^{-2a}}9-\dots$$

At $a=3$ direct integration gives 0.9878, and the first two terms give 0.9876. For our contact at 0.5 V, the leading relative correction is about $10^{-9}$.

Q: Should you not also exclude electrons whose destination state is already full?

A: For the net current, that exclusion cancels. Let $f_s$ and $f_m$ be the occupations of matching states on the two sides. The net transfer is proportional to $f_s(1-f_m)-f_m(1-f_s)=f_s-f_m$. The product terms drop out.

Q: Quantum mechanics also allows reflection above the top and tunnelling below it.

A: Both are left out of $A^*$ as derived here. Reflection removes part of the counted current, and tunnelling adds electrons that we did not count. The attraction between an electron and its image charge in the metal is a separate matter, since it lowers the top itself. That belongs in $\phi_B$. If the lowering depends on voltage, both flows see the same changed top. Equation (9) then keeps its form with $\phi_B(V)$ inside $J_0$, and the reverse current no longer saturates.

Q: Finally, I want to measure $A^*$. I find $J_0$ at several temperatures, plot $\ln(J_0/T^2)$ against $1/T$, and read $A^*$ from the intercept. Any objection?

A: This time the objection is mine. The method assumes that $\phi_B$ does not depend on temperature. Suppose instead that $\phi_B=\phi_0-\alpha T$. Then (8) gives

$$\ln\frac{J_0}{T^2}=\ln A^*+\frac{\alpha}{k}-\frac{\phi_0}{kT}.\tag{11}$$

The plot is still a straight line, so its straightness gives no warning. The slope yields $\phi_0$, the linear law extrapolated to $T=0$, and the intercept yields $A^*e^{\alpha/k}$.

Take $\phi_0=1.06$ eV and $\alpha=0.20$ meV/K, which makes $\phi_B=1.00$ eV at 300 K. From $kT=25.85$ meV at 300 K, $k=0.0862$ meV/K. Hence $\alpha/k=2.32$ and $e^{\alpha/k}=10.2$. A line fitted to currents from the velocity integral returns a barrier of 1.06 eV and an apparent constant of 245 A cm$^{-2}$ K$^{-2}$, against the true 24.0. Read as a mass, that intercept would suggest about $2\,m_0$ instead of $0.20\,m_0$. The error can also run the other way, since the method assumes one uniform barrier. A Gaussian spread of heights with width $\sigma$ multiplies $J_0$ by $e^{\sigma^2/2(kT)^2}$. For a mean of 1.00 eV and $\sigma=0.06$ eV, a fit over 300 to 400 K is still almost perfectly straight but returns 0.88 eV and about 3 A cm$^{-2}$ K$^{-2}$.

Q: Then is a barrier height deduced from a single $J_0$ equally fragile?

A: It is much less sensitive to the constant. Solving (8) for the barrier gives $\phi_B=kT\ln(A^*T^2/J_0)$. If you used the free-electron constant for our contact, $A^*$ would be five times too large. The deduced barrier would be too high by $kT\ln5=0.042$ eV, about 4% of 1.00 eV. The logarithm that protects the barrier from an error in $A^*$ also works the other way: a small error in the barrier becomes a large factor in $A^*$.

## Numbers as computed

```
effective mass: 0.20 m0
temperature: 300 K
thermal energy kT: 0.025852 eV
barrier phi_B: 1.00 eV
electron density n: 1.00e+16 cm^-3
band density Nc: 2.2445e+18 cm^-3
bulk Ec-EF: 0.1400 eV
bulk-side barrier at V=0: 0.8600 eV
threshold speed at V=0: 1.2299e+06 m/s
emission speed sqrt(kT/2 pi m): 6.0152e+04 m/s
A for free mass: 120.173 A cm^-2 K^-2
A* for model mass: 24.035 A cm^-2 K^-2
A* converted: 2.4035e+05 A m^-2 K^-2
phi_B/kT: 38.6817
J0 from formula: 3.4342e-11 A cm^-2
J0 from velocity quadrature: 3.4342e-11 A cm^-2
J0 from metal-side count: 3.4342e-11 A cm^-2
J0 at tenfold density n: 3.4342e-11 A cm^-2
net J at V=-0.2 V: -3.4327e-11 A cm^-2
net J at V=+0.1 V: 1.6091e-09 A cm^-2
net J at V=+0.3 V: 3.7635e-06 A cm^-2
net J at V=+0.5 V: 8.6189e-03 A cm^-2
bulk-side barrier at 0.5 V: 0.3600 eV
metal mass 1.0 m0: counted mass 0.200000 m0
metal mass 2.0 m0: counted mass 0.200000 m0
metal mass 0.1 m0: counted mass 0.200000 m0
valley masses: 0.2 0.3 0.6 m0
m_R, normal on axis 1: 0.4243 m0
m_R, normal on axis 2: 0.3464 m0
m_R, normal on axis 3: 0.2449 m0
m_R, normal (1,2,2)/3: 0.3162 m0
same from 3D quadrature: 0.3162 m0
density-of-states mass: 0.3302 m0
A* for (1,2,2)/3: 38.002 A cm^-2 K^-2
trajectories: 509, crossed: 80
turned back despite total energy > barrier: 217
Fermi/Maxwell current ratio at a=3: 0.987821
first-order ratio at a=3: 0.987553
Fermi correction at 0.5 V: 9.96e-10
barrier slope alpha: 0.20 meV/K
phi_0: 1.06 eV
Richardson-plot barrier: 1.0600 eV
Richardson-plot constant: 244.79 A cm^-2 K^-2
apparent/true constant: 10.185
```
